Constraint counting and the isostatic mean coordination 2.4, part 1

(Sections cited here and not found follow in the second part.)

## From bond constraints to the value 2.4

Six atoms are joined in a closed, puckered ring. Each atom has three coordinates, so the ring has 18. Suppose that every bond length and every angle between successive bonds must keep its present value. The ring has six bonds and six angles, which makes 12 conditions. Whatever these conditions are, they cannot prevent the ring from being moved or turned as a whole, and there are three independent translations and three independent rotations. The balance is

18 − 12 = 6.

If the 12 conditions are independent, the six rigid motions use up all the remaining freedom. The ring then has no way to change its shape, and no condition is superfluous. Such a structure is called isostatic.

A ring of eight atoms has 24 coordinates and 16 conditions. At least eight independent motions remain, of which six are rigid, so at least two change the shape at no cost in length or angle. A ring of five atoms has 15 coordinates and 10 conditions. The difference is five, but six rigid motions exist in any case. The 10 conditions therefore cannot all be independent: at least one follows from the others.

Every atom in these rings has two bonds, yet the six-ring is in balance at a mean coordination of 2, not 2.4. The reason is its size. The six rigid motions are a large part of 18 coordinates and a negligible part of the coordinates of a solid. The general count must therefore keep track of them, and it will give both the value 2 for the six-ring and the limit 2.4 for a large network.

Consider N atoms in three dimensions, joined by bonds into one connected network. Atom i has rᵢ bonds, its coordination, and for the present every rᵢ is at least two. The mean coordination is

⟨r⟩ = (1/N) Σᵢ rᵢ.

The forces are those that resist changes of bond length and bond angle. Torsional forces and forces between atoms that are not bonded are left out. In a covalent solid they are usually weaker, and leaving them out is the central approximation of the model.

Let u be the list of the 3N small displacement components. Take two bonded atoms separated by the vector d, of length l and direction n = d/l, and let w be the difference of their displacements. From l² = d·d it follows that 2l δl = 2d·w, so

δl = n·w.

The change of direction follows from n = d/l:

δn = w/l − d δl/l² = [w − n(n·w)]/l.

It is perpendicular to n, as it must be for a vector of fixed length. For two bonds at the same atom, with directions n₁ and n₂ and the angle θ between them, cos θ = n₁·n₂. Hence

−sin θ δθ = δn₁·n₂ + n₁·δn₂.

As long as the bonds are not collinear, sin θ is not zero, and holding the angle to first order is the same as holding its cosine. All these changes are linear in the displacements. With qₐ standing for any length or angle, they can be collected as

δqₐ = Σᵢ Aₐᵢ uᵢ,

where i now runs over the 3N displacement components. The matrix A depends on the positions of the atoms and on the list of bonds.

Let each length and angle be at its rest value in the starting structure, so that there is no initial stress. The harmonic energy is then

V = ½ Σₐ kₐ (δqₐ)², with every kₐ > 0.

Inserting the linear relation gives V = ½ Σᵢⱼ Kᵢⱼ uᵢuⱼ, with

Kᵢⱼ = Σₐ kₐ Aₐᵢ Aₐⱼ.

A vibration of angular frequency ω and displacement pattern e obeys ω²Me = Ke, where M is the diagonal matrix of the masses. Multiplying from the left by the transpose of e gives

ω² Σᵢ Mᵢeᵢ² = Σₐ kₐ [(Ae)ₐ]².

The sum on the left is positive. If ω = 0, the right side vanishes, and since it is a sum of squares with positive coefficients, each (Ae)ₐ must vanish. Conversely, if Ae = 0, then Ke = 0 and the frequency is zero. The zero-frequency modes are thus the solutions of

Ae = 0.

Neither the masses nor the sizes of the force constants enter this condition. The number of zero-frequency modes, F, is therefore a property of the bond list and the positions. An eight-ring at random positions, with unequal masses and force constants, illustrates this. Its second derivatives of V, computed from the energy itself, give 8 zero-frequency modes, in agreement with the opening count. The lowest nonzero squared frequency is about 1.3·10⁻³ of the highest, so the separation from zero is clear.

In a real solid the forces left out of V give the shape-changing modes among these F a finite frequency, which is low if those forces are weak. Such modes are called floppy. An initial stress would also matter, because it adds to K a term containing the second derivatives of the lengths and angles. The condition Ae = 0 would then no longer decide the frequency by itself.

The number of conditions can now be counted atom by atom. A bond belongs to two atoms, so the network has ½Σᵢrᵢ bonds. Assigning half of each length condition to each of its two atoms gives

r/2 length constraints for an atom with r bonds.

The angles need more care. An atom with r bonds has r(r−1)/2 pairs of bonds and as many angles, but these angles cannot in general be varied independently. What is needed is the number of independent first-order changes among them.

Each bond direction nⱼ is a unit vector, and its change δnⱼ is perpendicular to it, so it has two components. The r directions together have 2r freedoms. A change leaves all angles as they are if

δnⱼ·nₖ + nⱼ·δnₖ = 0 for every pair j, k.

A common rotation of all the directions satisfies this. It has to be shown that nothing else does.

Begin with r = 2. There are four freedoms and one angle. The angle can be changed, because the bonds are not collinear, so the condition removes one freedom and leaves three. The common rotations already supply three independent changes, since a rotation that leaves two non-collinear directions unchanged is no rotation at all. They are therefore the whole set.

For r ≥ 3, suppose that no three of the bonds lie in a plane. Then n₁, n₂ and n₃ form a basis of space, and there is one linear map W with δnⱼ = Wnⱼ for j = 1, 2, 3. The conditions on these three directions read

(Wnⱼ)·nₖ + nⱼ·(Wnₖ) = 0.

For j ≠ k this is the condition on the angle. For j = k it says that δnⱼ is perpendicular to nⱼ, which holds for a unit vector. Since the nⱼ form a basis, W plus its transpose is zero. An antisymmetric map in three dimensions is an infinitesimal rotation, Wn = ω × n, where ω is here a rotation vector and not a frequency.

Subtract this rotation from all the changes. The first three directions are then at rest. For any further direction nₖ, the angle conditions with the first three become δnₖ·nⱼ = 0 for j = 1, 2, 3. A vector perpendicular to a whole basis is zero, so the fourth and later directions are at rest as well. The changes that leave all angles alone are therefore the three common rotations, and

number of independent angles = 2r − 3, for r ≥ 2.

This gives one angle for r = 2 and three for r = 3, where all the angles are independent. For r = 4 it gives five, although there are six angles. The regular tetrahedron shows directly what the missing one means. Its four bond directions add up to zero, and

|Σⱼnⱼ|² = 4 + 2 Σⱼ﹤ₖ nⱼ·nₖ.

The first-order change of the left side is 2(Σⱼnⱼ)·(Σⱼδnⱼ), which is zero because the first factor is zero. The six cosines therefore change in such a way that their changes add up to zero, and five of them determine the sixth. For r = 6 there are 15 angles, of which nine are independent. A numerical rank calculation for single atoms with two to six bonds agrees with 2r − 3 in each case.

The condition on coplanar bonds has a purpose. Let three bonds lie in one plane. A change of a bond direction perpendicular to the plane is also perpendicular to the other two bonds, so it alters no angle to first order. Within the plane there are three freedoms and one common rotation, which leaves two independent angles instead of three. The angle forces at this atom then give no harmonic resistance to the motion that turns the flat atom into a shallow pyramid. A network with many flat threefold atoms needs either a smaller count or an added force that keeps them flat.

With non-collinear and non-coplanar bonds, an atom contributes

r/2 + (2r − 3) = 5r/2 − 3

constraints. The first values are 2 for r = 2, 4.5 for r = 3 and 7 for r = 4. Summing over the atoms gives the total number of counted constraints,

N_c = Σᵢ (5rᵢ/2 − 3) = N(5⟨r⟩/2 − 3).

The second form holds for any distribution of coordinations, because the contribution of an atom is linear in its r. Two networks with the same number of atoms and the same mean have the same N_c, even if one consists of twofold and threefold atoms and the other of twofold and fourfold atoms.

The number of coordinates is 3N. The two numbers are equal when

5⟨r⟩/2 − 3 = 3,

and therefore when

⟨r⟩ = 12/5 = 2.4.

Mixtures make the balance visible. If a fraction x of the atoms is threefold and the rest twofold, the constraints per atom are 2(1 − x) + 4.5x = 2 + 2.5x. This equals 3 at x = 0.4, where the mean coordination is 2·0.6 + 3·0.4 = 2.4. With fourfold atoms the count is 2 + 5x, which equals 3 at x = 0.2, and the mean is 2·0.8 + 4·0.2 = 2.4. Replacing one twofold atom by a fourfold one adds five constraints, as many as replacing two twofold atoms by threefold ones.

The angles are responsible for the low value. If bond lengths were the only constraints, there would be r/2 per atom, and the balance with three coordinates would require ⟨r⟩ = 6. Angular stiffness is what allows a sparsely connected covalent network to hold its shape.

So far N_c has been compared with 3N, but the equality of two numbers does not show that the constraints are independent across the whole network. At each atom, choose 2r − 3 independent angles. The first-order changes of the other angles are linear combinations of these, so leaving them out does not alter the solutions of Ae = 0. Let C be the matrix of the remaining N_c rows. It has the same rank as A. The number of solutions is the number of columns minus the rank:

F = 3N − rank C.

The number of redundant constraints is the number of rows minus the rank:

R = N_c − rank C.

Subtracting the second equation from the first removes the rank:

F − R = 3N − N_c = N(6 − 5⟨r⟩/2) = (5N/2)(2.4 − ⟨r⟩).

This is the exact content of the count. It fixes the difference of F and R, not either number alone.

The number R has a mechanical meaning. Let tₐ be the tension or torque that belongs to the constraint qₐ. In a displacement u these do the work Σₐtₐδqₐ, apart from a sign, and this equals Σᵢ(Σₐ tₐCₐᵢ)uᵢ. The forces on all atoms balance if Σₐ tₐCₐᵢ = 0 for every i. These equations have N_c − rank C independent solutions, which is R. Each redundant constraint thus allows one pattern of internal stress that needs no outside force to hold it.

Two inequalities follow. Since R cannot be negative,

F ≥ (5N/2)(2.4 − ⟨r⟩).

The rigid motions supply six independent solutions unless all atoms lie on one line, so F ≥ 6, and

R ≥ (5N/2)(⟨r⟩ − 2.4) + 6.

In a large network with ⟨r⟩ clearly below 2.4, floppy modes are unavoidable, and their number grows in proportion to N. With ⟨r⟩ above 2.4, redundant constraints are unavoidable. A network that has neither, with F = 6 and R = 0, must satisfy (5N/2)(2.4 − ⟨r⟩) = 6, or

⟨r⟩ = 2.4 − 2.4/N.

For N = 6 this gives 2, the coordination of the ring in the opening example. For large N it tends to 2.4. This is the precise sense in which 2.4 is the isostatic mean coordination.

The count fixes the difference F − R, and it shows that a connected network with only rigid motions and no redundant constraints must have ⟨r⟩ = 2.4 − 2.4/N, which tends to 2.4 for large N. It remains to be shown that large networks of this kind exist, and to be seen whether the condition is also sufficient and what the count says about silicon-based dielectrics.
